# Semiconductor charge as a function of surface potential in a MOS structure: verification in Python

```python
"""
Result under test: total charge per area of a thick p-type semiconductor,
  Q = -sgn(psi_s) sqrt(2 eps kT [p0(exp(-u)+u-1) + n0(exp(u)-u-1)]),
with u = psi_s/phi_t and phi_t = kT/q.
psi_s: surface potential relative to the neutral bulk; eps: permittivity;
p0, n0: bulk hole and electron densities; q: elementary charge.
The independent side solves Poisson's equation as a boundary-value problem
on a depth mesh and sums the resulting space charge.
All quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q = const.e
temperature = 300.0
relative_permittivity = 12.0
intrinsic_density = 1.0e16
acceptor_density = 1.0e23
eps = relative_permittivity * const.epsilon_0
kT = const.k * temperature
phi_t = kT / q
p0 = acceptor_density / 2 + np.hypot(acceptor_density / 2,
                                     intrinsic_density)
n0 = intrinsic_density**2 / p0
phi_F = phi_t * np.log(p0 / intrinsic_density)
debye_length = np.sqrt(eps * kT / (q**2 * (p0 + n0)))


def space_charge(psi):
    u = psi / phi_t
    return q * (p0 * np.expm1(-u) - n0 * np.expm1(u))


def hole_acceptor_term(psi):
    u = psi / phi_t
    return p0 * (np.expm1(-u) + u)


def electron_term(psi):
    u = psi / phi_t
    return n0 * (np.expm1(u) - u)


def formula_charge(psi):
    total = hole_acceptor_term(psi) + electron_term(psi)
    return -np.sign(psi) * np.sqrt(2 * eps * kT * total)


# Mesh graded towards the surface, ending deep in the neutral bulk.
node_count = 4000
depth = 6.0e-7
grading = 7.0
x = depth * np.expm1(grading * np.linspace(0, 1, node_count))
x /= np.expm1(grading)
spacing = np.diff(x)
weights = np.zeros(node_count)
weights[:-1] += spacing / 2
weights[1:] += spacing / 2


def solve_profile(surface_potential):
    """Newton solution; the surface potential is raised in small steps."""
    psi = np.zeros(node_count)
    steps = max(1, int(np.ceil(abs(surface_potential) / 0.02)))
    for boundary in np.linspace(0, surface_potential, steps + 1)[1:]:
        psi[0] = boundary
        for _ in range(60):
            inner = psi[1:-1]
            slope = np.diff(psi) / spacing
            residual = np.diff(slope)
            residual += weights[1:-1] * space_charge(inner) / eps
            carriers = (p0 * np.exp(-inner / phi_t)
                        + n0 * np.exp(inner / phi_t))
            matrix = np.zeros((3, node_count - 2))
            matrix[0, 1:] = 1 / spacing[1:-1]
            matrix[1] = -(1 / spacing[1:] + 1 / spacing[:-1])
            matrix[1] -= weights[1:-1] * q * carriers / (eps * phi_t)
            matrix[2, :-1] = 1 / spacing[1:-1]
            update = solve_banded((1, 1), matrix, -residual)
            psi[1:-1] += update
            if np.max(np.abs(update)) < 1e-10:
                break
        else:
            raise AssertionError("Newton iteration did not converge")
    return psi


def profile_charge(psi):
    return np.sum(weights * space_charge(psi))


def relative_error(value, reference):
    return abs(value / reference - 1)


print(f"temperature = {temperature:.0f} K")
print(f"relative permittivity = {relative_permittivity:.0f}")
print(f"intrinsic density = {intrinsic_density:.1e} m^-3")
print(f"acceptor density = {acceptor_density:.1e} m^-3")
print(f"phi_t = {phi_t:.6f} V")
print(f"bulk holes p0 = {p0:.4e} m^-3")
print(f"bulk electrons n0 = {n0:.4e} m^-3")
print(f"phi_F = {phi_F:.5f} V, 2 phi_F = {2 * phi_F:.5f} V")
print(f"Debye length = {debye_length:.4e} m")

cases = [("accumulation", -0.10), ("weak depletion", 0.10),
         ("depletion", 0.40), ("2 phi_F", 2 * phi_F),
         ("inversion", 0.90)]
largest_charge_error = 0.0
largest_field_error = 0.0
for name, psi_s in cases:
    psi = solve_profile(psi_s)
    closed = formula_charge(psi_s)
    summed = profile_charge(psi)
    charge_error = relative_error(summed, closed)
    assert charge_error < 3e-4
    largest_charge_error = max(largest_charge_error, charge_error)

    # The integral over potential is evaluated directly from the density.
    integral = quad(space_charge, 0, psi_s, epsabs=0, epsrel=1e-10)[0]
    assert relative_error(-2 * eps * integral, closed**2) < 1e-8

    # Monotonic decay and the local field, away from the tiny bulk tail.
    middle = (psi[1:] + psi[:-1]) / 2
    visible = np.abs(middle) > 0.01
    field = -np.diff(psi) / spacing
    assert np.all(field[visible] * np.sign(psi_s) > 0)
    predicted_field = -formula_charge(middle[visible]) / eps
    field_error = np.max(np.abs(field[visible] / predicted_field - 1))
    assert field_error < 1e-3
    largest_field_error = max(largest_field_error, field_error)

    # Capacitance from two separate depth profiles.
    shift = 0.002
    upper = profile_charge(solve_profile(psi_s + shift))
    lower = profile_charge(solve_profile(psi_s - shift))
    capacitance_profile = -(upper - lower) / (2 * shift)
    capacitance = eps * space_charge(psi_s) / closed
    assert relative_error(capacitance_profile, capacitance) < 2e-3

    print(f"[{name}] psi_s = {psi_s:.5f} V, u_s = {psi_s / phi_t:.4f}")
    print(f"  Q formula = {closed:.5e} C/m^2")
    print(f"  Q depth sum = {summed:.5e} C/m^2")
    print(f"  C_s = {capacitance:.4e} F/m^2")

    if psi_s > 0.8:
        electron_charge = -q * np.sum(
            weights * n0 * np.expm1(psi / phi_t))

        def electron_integrand(potential):
            local_field = -formula_charge(potential) / eps
            return q * n0 * np.expm1(potential / phi_t) / local_field

        electron_quad = -quad(electron_integrand, 1e-3, psi_s,
                              epsabs=0, epsrel=1e-8, limit=200)[0]
        assert relative_error(electron_charge, electron_quad) < 1e-3
        print(f"  electron part = {electron_charge:.4e} C/m^2")
        print(f"  electron share = {electron_charge / summed:.4f}")

print(f"largest charge mismatch = {largest_charge_error:.1e}")
print(f"largest local-field mismatch = {largest_field_error:.1e}")

# Flat-band capacitance from depth profiles on both sides of zero.
small = 0.001
flat_profile = -(profile_charge(solve_profile(small))
                 - profile_charge(solve_profile(-small))) / (2 * small)
flat_formula = eps / debye_length
assert relative_error(flat_profile, flat_formula) < 5e-4
print(f"flat-band C formula = {flat_formula:.5e} F/m^2")
print(f"flat-band C profile = {flat_profile:.5e} F/m^2")

# Terms at the conventional inversion threshold.
threshold = 2 * phi_F
threshold_charge = formula_charge(threshold)
surface_electrons = n0 * np.exp(threshold / phi_t)
assert relative_error(surface_electrons, p0) < 1e-10
print(f"2 phi_F: hole-acceptor term = "
      f"{hole_acceptor_term(threshold):.4e} m^-3")
print(f"2 phi_F: electron term = {electron_term(threshold):.4e} m^-3")
print(f"2 phi_F: |Q|/q = {abs(threshold_charge) / q / 1e4:.4e} cm^-2")


def depletion_law(psi, correction):
    return -np.sqrt(2 * eps * q * acceptor_density * (psi - correction))


def inversion_law(psi):
    return -np.sqrt(2 * eps * kT * n0) * np.exp(psi / (2 * phi_t))


def accumulation_law(psi):
    return np.sqrt(2 * eps * kT * p0) * np.exp(-psi / (2 * phi_t))


# Far limits test the mathematics beyond the physical Boltzmann range.
assert relative_error(depletion_law(0.4, phi_t), formula_charge(0.4)) < 1e-5
assert relative_error(inversion_law(1.2), formula_charge(1.2)) < 1e-4
assert relative_error(accumulation_law(-0.5), formula_charge(-0.5)) < 1e-6
print("Ratios of limiting law to full formula:")
print(f"  depletion with phi_t, 0.40 V = "
      f"{depletion_law(0.4, phi_t) / formula_charge(0.4):.7f}")
print(f"  depletion without phi_t, 0.40 V = "
      f"{depletion_law(0.4, 0) / formula_charge(0.4):.5f}")
print(f"  accumulation, -0.10 V = "
      f"{accumulation_law(-0.1) / formula_charge(-0.1):.5f}")
print(f"  inversion, 0.90 V = "
      f"{inversion_law(0.9) / formula_charge(0.9):.5f}")

crossing = brentq(lambda v: n0 * np.exp(v / phi_t)
                  - p0 * (v / phi_t - 1), threshold, 1.2)
assert electron_term(crossing - 0.01) < hole_acceptor_term(crossing - 0.01)
assert electron_term(crossing + 0.01) > hole_acceptor_term(crossing + 0.01)
print(f"electron term overtakes at = {crossing:.5f} V")
print(f"distance above 2 phi_F = {crossing - threshold:.5f} V")

# Density scale of one spin-degenerate band with the free-electron mass.
band_density = 2 * (2 * np.pi * const.m_e * kT / const.h**2)**1.5
inversion_density = n0 * np.exp(0.9 / phi_t)
print(f"surface electrons at 0.90 V = {inversion_density:.4e} m^-3")
print(f"free-mass band density = {band_density:.4e} m^-3")
print(f"density ratio at 0.90 V = {inversion_density / band_density:.4f}")
print("finished without a failed check")
```

Output:

```
temperature = 300 K
relative permittivity = 12
intrinsic density = 1.0e+16 m^-3
acceptor density = 1.0e+23 m^-3
phi_t = 0.025852 V
bulk holes p0 = 1.0000e+23 m^-3
bulk electrons n0 = 1.0000e+09 m^-3
phi_F = 0.41669 V, 2 phi_F = 0.83337 V
Debye length = 1.3094e-08 m
[accumulation] psi_s = -0.10000 V, u_s = -3.8682
  Q formula = 1.94513e-03 C/m^2
  Q depth sum = 1.94513e-03 C/m^2
  C_s = 4.1006e-02 F/m^2
[weak depletion] psi_s = 0.10000 V, u_s = 3.8682
  Q formula = -5.04268e-04 C/m^2
  Q depth sum = -5.04268e-04 C/m^2
  C_s = 3.3053e-03 F/m^2
[depletion] psi_s = 0.40000 V, u_s = 15.4727
  Q formula = -1.12864e-03 C/m^2
  Q depth sum = -1.12864e-03 C/m^2
  C_s = 1.5083e-03 F/m^2
[2 phi_F] psi_s = 0.83337 V, u_s = 32.2362
  Q formula = -1.68443e-03 C/m^2
  Q depth sum = -1.68443e-03 C/m^2
  C_s = 2.0212e-03 F/m^2
  electron part = -2.6774e-05 C/m^2
  electron share = 0.0159
[inversion] psi_s = 0.90000 V, u_s = 34.8136
  Q formula = -2.03339e-03 C/m^2
  Q depth sum = -2.03339e-03 C/m^2
  C_s = 1.1857e-02 F/m^2
  electron part = -3.1281e-04 C/m^2
  electron share = 0.1538
largest charge mismatch = 3.2e-07
largest local-field mismatch = 1.8e-05
flat-band C formula = 8.11471e-03 F/m^2
flat-band C profile = 8.11505e-03 F/m^2
2 phi_F: hole-acceptor term = 3.1236e+24 m^-3
2 phi_F: electron term = 1.0000e+23 m^-3
2 phi_F: |Q|/q = 1.0513e+12 cm^-2
Ratios of limiting law to full formula:
  depletion with phi_t, 0.40 V = 1.0000000
  depletion without phi_t, 0.40 V = 1.03397
  accumulation, -0.10 V = 1.05511
  inversion, 0.90 V = 0.52933
electron term overtakes at = 0.92512 V
distance above 2 phi_F = 0.09175 V
surface electrons at 0.90 V = 1.3162e+24 m^-3
free-mass band density = 2.5094e+25 m^-3
density ratio at 0.90 V = 0.0525
finished without a failed check
```
